Two-Photon Absorption and the Kerr Index in a Two-Band Semiconductor Model, part 2

A pump of intensity I₂ at ω₂ dresses a semiconductor of gap E_g; a weak probe at ω₁ gains absorption 2α₂I₂ and index 2n₂I₂. A dispersion relation is to give n₂ from α₂. One beam has β = α₂(ω;ω) (dI/dz = −βI²) and n₂(ω;ω). SI units; electron charge −e, free mass m₀, linear indices n₀ᵢ, a = eA = a₁ cos ω₁t + a₂ cos ω₂t along z, x_i = ħω_i/E_g, y = E/E_g.

(A1) isotropic crystal, full valence band v, empty conduction band c, independent undamped electrons; (A2) parabolic E, interband velocity P, E_p = 2m₀P²; (A3) p = P cosθ, v = (ħk/m_r) cosθ, θ between k and z; cos⁴θ averages 1/5; (A4) first order in I₂, x₂ < 1, no pump-generated carriers.

E = E_g + ħ²k²/2m_r,  m_r = E_g/4P² = m₀E_g/2E_p.  (1)

H = E|c⟩⟨c| + a(t)[ v|c⟩⟨c| + p(|c⟩⟨v| + |v⟩⟨c|) ].  (2)

**Theorem** (a), proved: α₂(ω₁;ω₂) = K √E_p F(x₁;x₂)/(n₀₁n₀₂E_g³), K = 32e⁴/(5π √m₀ ε₀² c²), F = F₊ + F₋ + F_L + F_Q, each zero below threshold:

F₊ = (x₁+x₂−1)^{3/2}(1/x₁+1/x₂)²/(2⁷x₁x₂²)  (two-photon absorption)
F₋ = (x₁−x₂−1)^{3/2}(1/x₁−1/x₂)²/(2⁷x₁x₂²)  (Raman)
F_L = −(x₁−1)^{3/2}/(2⁶x₁x₂⁴)  (linear Stark)
F_Q = −2(3x₁−2)/[2¹⁰x₁x₂² √(x₁−1) (x₁²−x₂²)]  (quadratic Stark)

Still to come: (b) G_KK(x₁;x₂) = (2/π) P∫₀^∞ F(x';x₂) dx'/(x'²−x₁²) has a pole g(x₁)/x₂² at x₂ = 0; (c) the prescription G = G_KK − g(x₁)/x₂² gives n₂ = ħcK√E_p G/(2n₀₁n₀₂E_g⁴); (d) G(x;x) changes sign in 1/2 < x < 1.

With d(σ) = 1/(σ−y), L_i = d(x_i) + d(−x_i), N_i = d(x_i)² + d(−x_i)² and Σ over η₁, η₂ = ±1:

S_v = Σ [d(η₁x₁)+d(η₂x₂)]² d(η₁x₁+η₂x₂) − 2L₁L₂/y  (6)
S_p = Σ [d(η₁x₁)+d(η₂x₂)]²/(η₁x₁+η₂x₂) − L₁N₂ − L₂N₁  (7)
C(x₁,x₂) = ∫₁^∞ dy √(y−1)[8(y−1)S_v + S_p],  Γ = −C/(2¹⁰π x₁²x₂²).  (8)
G_KK(x₁;x₂) = −Re[C(x₁,x₂) − C(0,x₂)]/(2¹⁰π x₁²x₂²).  (11)

Γ is the probe response (Lemma 3). Lemma 5's H(z) is (11) without Re, z for x₁. Remark 2: the shift-only F_Q has x₁ for 3x₁−2. Remark 4: ReΓ(x;x) = G + 2g/x² + 69/(1024x⁴). Quasienergy coefficients: κ (a₁²a₂²), κ_s (a⁴). One-beam amplitude M = −(a²/4)pv/ħω.

**Lemma 6 (slow pump).** For x₁ < 1, G_KK = g(x₁)/x₂² + O(1) as x₂ → 0, with g = −[C(x₁,0) − C(0,0)]/(2¹⁰πx₁²). In the one-dimensional model H = (E_g/2)σ_z + P(ħk+a)σ_x the analogue of C(x₁,0) is zero.

Proof. For real x₁ < 1 and small x₂ no denominator d vanishes on y ≥ 1 and the points x₂ = ±x₁ are removable, so C is analytic in x₂ near zero, and it is even because (6) and (7) contain both signs of x₂. So C(x₁,x₂) − C(0,x₂) = C(x₁,0) − C(0,0) + O(x₂²), and (11) gives the first statement. The terms in x₂⁻⁴, x₂⁻³ and x₂⁻¹ that occur in the separate transforms of F₊, F₋ and F_L cancel in the sum.

At x₂ = 0 the two pump photons in (6) and (7) are identical static vertices, counted twice with weight (a₂/2)² each. The sums are therefore those for a static a = b with b² = a₂²/2. In the one-dimensional model the eigenbasis at k is rotated by an angle γ with cos γ = E_g/E and sin γ = 2Pħk/E, and Pσ_x becomes P sin γ σ_z + P cos γ σ_x. This is (2) with

E = √(E_g²+4P²ħ²k²),  v = 4P²ħk/E,  p = PE_g/E.  (12)

A static b only shifts k by b/ħ. If u(k)a₁² is the second-order probe quasienergy, the b² term is (b²/2ħ²)u''(k)a₁², and ∫u''dk = 0 because u' vanishes at large |k|, where u falls as p²/E. ∎

The program finds for this integral at x₁ = 0.6, in units E_g = 1, P = 1/2, ħ = 1, the values −3.050527 from p²v²S_v and +3.050527 from p⁴S_p. In the model (A1) to (A3) a static A is not a shift of k, because E, v and p have the forms (1) and (A3) instead of (12), and because only the component of the field along k is coupled. The pole survives, g(0.3) = 0.00993, and it would make n₂ diverge for a slow pump, although a static uniform vector potential produces no field. Part (c) of the theorem removes it:

G = G_KK − g/x₂² = −Re[C(x₁,x₂) − C(0,x₂) − C(x₁,0) + C(0,0)]/(2¹⁰πx₁²x₂²).  (13)

This does for the pump what the transform does for the probe. Since (6) and (7) are symmetric under 1 ↔ 2, so is G, as the permutation symmetry of a lossless third-order susceptibility requires, whereas G_KK is not symmetric. The subtraction is a prescription and not a consequence of (2): the terms that would restore gauge invariance in a complete model can also change the finite part, by an amount that this model cannot supply.

**Lemma 7 (closed forms).**

Let λ(s) = s²(1−s)^{3/2} and φ(s) = λ(s) + λ(−s) = s²[(1−s)^{3/2} + (1+s)^{3/2}], an even function.

A contour identity serves for all terms. Let h(z) = (b−z)^{3/2} with b > 0, cut along z > b. Just above the cut b − z = (x−b)e^{−iπ}, so h = (x−b)^{3/2}e^{−3iπ/2} = +i(x−b)^{3/2}, and below the cut h = −i(x−b)^{3/2}. For a rational r with poles off the cut and hr falling faster than 1/|z|, the contour that runs out above the cut, anticlockwise round a large circle and back below gives

(1/π)∫_b^∞ (x−b)^{3/2} r dx = Σ Res[h r].  (14)

Since (1/x+1/x₂)² = (x+x₂)²/(x²x₂²), F₊(x;x₂) = (x+x₂−1)^{3/2}(x+x₂)²/(2⁷x³x₂⁴), which is Im λ(z+x₂)/(2⁷x³x₂⁴) above the cut. Likewise F₋ comes from λ(z−x₂), and F_L = −2x²(x−1)^{3/2}/(2⁷x³x₂⁴) from −2λ(z). The integrands fall as |z|^{−3/2}. With

U(z) = λ(z+x₂) + λ(z−x₂) − 2λ(z),  (15)

and x₁ < 1 − x₂ for the moment, (14) applied term by term gives

G_KK,v = (2/(2⁷x₂⁴)) Σ Res U(z)/[z³(z²−x₁²)].  (16)

At z = x₁ the residue is U(x₁)/(x₁³·2x₁), and at z = −x₁ it is U(−x₁)/((−x₁³)(−2x₁)). At z = 0, 1/(z²−x₁²) = −(1/x₁²)(1 + z²/x₁² + …), and the residue is the z² coefficient of the product with U, namely −U''(0)/(2x₁²) − U(0)/x₁⁴. So

G_KK,v = [U(x₁) + U(−x₁) − 2U(0) − x₁²U''(0)]/(2⁷x₁⁴x₂⁴).  (17)

From (15), U(x₁)+U(−x₁) = φ(x₁+x₂) + φ(x₁−x₂) − 2φ(x₁), U(0) = φ(x₂), and U''(0) = λ''(x₂) + λ''(−x₂) − 2λ''(0) = φ''(x₂) − 4, since λ''(0) = 2. The numerator of (17) is

N₀ = φ(x₁+x₂) + φ(x₁−x₂) − 2φ(x₁) − 2φ(x₂) − x₁²[φ''(x₂)−4].  (18)

The binomial series gives φ = Σ c₂ₘs²ᵐ with c₂ₘ = 2·binom(3/2, 2m−2):

φ = 2s² + (3/4)s⁴ + (3/64)s⁶ + (7/512)s⁸ + …,  φ'' = 4 + 9s² + …  (19)

For small x₂ the first three terms of (18) give x₂²φ''(x₁), the fourth −4x₂², the fifth −9x₁²x₂². There is no x₂⁰ term, which is the cancellation of x₂⁻⁴, and

N₀ = x₂²[φ''(x₁) − 4 − 9x₁²] + O(x₂⁴).  (20)

Differentiating φ twice as a product,

φ''(s) = 2[(1−s)^{3/2}+(1+s)^{3/2}] + 6s[√(1+s) − √(1−s)] + (3s²/4)[1/√(1−s) + 1/√(1+s)].  (21)

Removing the x₂² term (20) from (18) removes the pole:

G_v = Re{φ(x₁+x₂) + φ(x₁−x₂) − 2φ(x₁) − 2φ(x₂) − x₁²[φ''(x₂)−4] − x₂²[φ''(x₁)−4] + 9x₁²x₂²}/(2⁷x₁⁴x₂⁴).  (22)

For x₁ + x₂ > 1, Lemma 5 says that H continues analytically to x₁ + i0. There (1−x₁−x₂)^{3/2} becomes +i(x₁+x₂−1)^{3/2}; its term divided by 2⁷x₁⁴x₂⁴ is iF₊/x₁, as Im H must be, and it leaves the real part.

For F_Q use 1/[x₂²(x²−x₂²)] = 1/(x₂²x²) + 1/[x²(x²−x₂²)], checked by putting the right side over x₂²x²(x²−x₂²). The first piece is exactly a pole in x₂⁻², and the rest is

G_Q = −(2⁻⁸/π) ∫₁^∞ (3x−2) dx/[√(x−1) x³ (x²−x₁²)(x²−x₂²)].  (23)

The integrand is positive, so G_Q < 0. Let ψ(z) = (3z−2)(1−z)^{−1/2}. Above the cut (1−z)^{−1/2} = +i(x−1)^{−1/2}, and the small circle round z = 1 contributes as the square root of its radius, so the analogue of (14) holds. With t_i = x_i² and ψ_e(x) = [ψ(x)+ψ(−x)]/2, the poles at ±x₁ give ψ_e(x₁)/[t₁²(t₁−t₂)], those at ±x₂ give ψ_e(x₂)/[t₂²(t₂−t₁)], and z = 0 gives [ψ₂ + ψ₀(1/t₁+1/t₂)]/(t₁t₂), where ψ_j are the Taylor coefficients. From (1−z)^{−1/2} = Σb_jz^j with b = 1, 1/2, 3/8, 5/16, 35/128, 63/256, 231/1024 and ψ_j = 3b_{j−1} − 2b_j, ψ₀ = −2, ψ₂ = 3/4, ψ₆ = 147/512. Since (1/t₁−1/t₂)/(t₁−t₂) = −1/(t₁t₂) and (1/t₁²−1/t₂²)/(t₁−t₂) = −(1/t₁+1/t₂)/(t₁t₂), the residue at zero is the divided difference of −ψ₂/t − ψ₀/t², and

G_Q = −2⁻⁸ [w(x₁) − w(x₂)]/(x₁²−x₂²),  w(x) = [ψ_e(x) + 2 − 3x²/4]/x⁴.  (24)

At x₁ = x₂ = x the quotient is w'(x)/2x. ∎

**Proof of the theorem.** Part (a) is Lemmas 2 to 4, part (b) is Lemmas 5 and 6, and part (c) is (13) with Lemmas 3 and 7. For part (d), set x₁ = x₂ = x in (22), with φ(0) = 0:

G_v(x;x) = Re{φ(2x) − 4φ(x) − 2x²[φ''(x)−4] + 9x⁴}/(2⁷x⁸).  (25)

For x ≤ 1/2 the series (19) converges for φ(2x). The coefficient of x²ᵐ in the braces is c₂ₘ[4ᵐ − 4 − 4m(2m−1)] for m ≥ 3. It is zero for m = 3 (64 − 4 − 60), 140c₈ for m = 4 (256 − 4 − 112), and the bracket stays positive for larger m because 4ᵐ quadruples at each step and the polynomial does not. The x² terms cancel (8 − 8) and the x⁴ terms cancel ((3/4)(16 − 4 − 24) + 9 = 0). All c₂ₘ are positive, since binom(3/2, j) for even j has j−2 negative factors or none. So G_v is positive and increasing on (0,1/2], and its limit at zero, which is also its lower bound there, is 140·(7/512)/2⁷ = 245/16384 = 1960/131072. From (24), w = ψ₄ + ψ₆x² + … gives G_Q(0;0) = −147/131072. In (23), x'² − x² ≥ x'²(1−x²) for x' ≥ 1, so |G_Q(x;x)| ≤ (147/131072)/(1−x²)² ≤ (16/9)(147/131072) for x ≤ 1/2, and (16/9)·147 < 262 < 1960. Hence G > 0 on (0,1/2], with static limit

G(0;0) = (1960 − 147)/131072 = 0.013832.

As x → 1, all terms of (25) stay finite except the one from (21), −2x²(3x²/4)/√(1−x), so G_v → −∞, and G_Q < 0; by (24), G_Q ≈ −2⁻¹¹(1−x)^{−3/2} is in fact the stronger divergence. G is continuous on (0,1), so it has a zero in (1/2,1). That there is only one is not proved here; the program finds a single sign change on 97 equally spaced points from 0.02 to 0.98, and locates the maximum and the zero. ∎

Remark 5 (shape of the curve). Split G(x;x) into λ(2x)/(2⁷x⁸), with λ(2x) = (2x)²(1−2x)^{3/2}, and the rest, which consists of the other terms of (25) together with G_Q and is analytic across x = 1/2. Below threshold λ(2x) is real and positive. It vanishes at x = 1/2 with zero slope, so G and its first derivative are continuous there and only the curvature is singular. Above threshold λ(2x)/(2⁷x⁸) = iF/x is absorption and ReG is the analytic rest alone. The maximum G = 0.0599 at x = 0.533, above G(1/2;1/2) = 0.0462, and the fall through zero are properties of that rest. G_v alone changes sign, at x = 0.696; adding the negative G_Q moves the zero down to 0.687, and the shift-only form of Remark 2 would give 0.688. The zero is therefore set by the p²v² terms, and the form of the quadratic Stark term moves it by about 0.01 in x at most among these three variants. The scale E_g⁻⁴ is that of β times the length ħc/E_g that converts an absorption coefficient into an index.

Remark 6 (nonparabolic bands). With (12) and q = 2Pħk/E_g = √(y²−1), p²v² = 4P⁴q²/y⁴ times cos⁴θ and q²dq = q y dy. The parabolic model has q² = 2(y−1), p²v² = 4P⁴q² and q²dq = q dy. The ratio of the rates at y = 2x is

(y²−1)^{3/2}y⁻³/[2(y−1)]^{3/2} = ((y+1)/2)^{3/2}/y³.  (26)

It tends to 1 at threshold, so the law (2x−1)^{3/2}/(2x)⁵ is the threshold form of the result with the bands (12) and the directional rule of (A3). It is 0.67 at x = 0.6 and 0.36 at x = 0.8, relative to the parabolic β. The E_g⁻³ scaling at fixed x is unaffected, since (26) depends on x alone. The positions 0.533 and 0.687 belong to the parabolic model. Evaluating (13) with C = ∫₁^∞ dy (q/√2)y⁻³[4q²S_v + S_p], the form of (8) for the bands (12), moves the zero of G(x;x) to 0.63 and lowers the maximum to 0.035 near x = 0.525, with G = 0.008, 0.010 and −0.028 at x = 0.3, 0.6 and 0.8. In the three-dimensional Dirac model H = (E_g/2)β_D + Pα_D·(ħk+a), which at fixed transverse momentum k_⊥ is the model of Lemma 6 with gap √(E_g²+4P²ħ²k_⊥²) and so has g = 0, the zero lies at 0.64. The change of sign is common to these models; its position and the size of G are not.

Remark 7 (other limits). In a crystal with p-like valence states the field component across k couples c to the heavy-hole states, which are further initial and intermediate states; (A3) drops them, so the number 1/5, and with it K, is specific to assumption (A3). The electron-hole attraction reshapes the absorption near x₁ + x₂ = 1 and x₁ = 1. The divergence of G at x → 1 belongs to the undamped theory of first order in the intensity, which fails near the edge as noted in Remark 2. For x > 1/2 and long pulses the carriers made by two-photon absorption add an index change of higher order in intensity, which (A4) excludes.

**Numerical tests.** The numerical check asserts the following. The sums (6), (7), built from the 24 orderings, match numerical diagonalisation of the two-frequency Floquet matrix to 0.2 %, below and above the one-photon resonance, and so does the ratio κ_s/κ = 1/4 (found 0.2500). The one-beam amplitude M matches half the minimum Floquet splitting at the two-photon resonance to 0.3 %. A golden-rule sum on a k grid in SI units matches β and (26) to 0.1 % for four parameter sets. The integral (8), taken on a contour rotated off the poles, reproduces F at four probe frequencies, and agrees with the numerical principal-value transform and with (22) and (24) to 10⁻⁴ relative at seven frequency pairs, on both sides of the two-photon threshold. The two contributions in the one-dimensional model cancel to 10⁻⁹ of either.

**Worked example**

Take round model parameters, with no material implied: E_g = 1.5 eV, E_p = 20 eV, n₀ = 3 at all frequencies. Then m_r/m₀ = 1.5/(2·20) = 0.0375 and P = 1.326×10⁶ m/s. The constant is K = 1942.7 cm/GW eV^{5/2}; the extra digits here and below serve to follow the arithmetic, and Remark 6 shows that the band form alone changes β by tens of percent and G by up to a factor of four at the points used below. The two prefactors are

β/F = 1942.7·√20/(3²·1.5³) = 286.0 cm/GW,
n₂/G = (ħc/2E_g)(β/F) = (xλ/4π)(β/F),

where λ = 2πħc/(xE_g) is the vacuum wavelength. With x = 0.6, λ = 1377.6 nm and β/F = 2.860×10⁻⁹ m/W, this is (0.6·1377.6×10⁻⁹ m/4π)·2.860×10⁻⁹ m/W = 1.881×10⁻¹⁶ m²/W. The largest two-photon coefficient, at x = 5/7 = 0.714, is 286.0·0.04715 = 13.5 cm/GW.

At x = 0.3 (0.45 eV, 2755 nm), β = 0. The transforms of F₊, F₋, F_L and F_Q are 1.01371, 0.58944, −1.45512 and −0.01947, and the pole term is g/x² = 0.11030:

G = 1.01371 + 0.58944 − 1.45512 − 0.01947 − 0.11030 = 0.0183,

in agreement with G_v + G_Q = 0.01956 − 0.00131 = 0.01825 from the closed forms. So n₂ = 1.881×10⁻¹⁶·0.01825 = 3.4×10⁻¹⁸ m²/W = 3.4×10⁻⁵ cm²/GW. The result is about 55 times smaller than the two-photon term by itself, the subtracted pole is six times the result, and the Drude term dropped by the transform, 69/(1024x⁴) + g/x² = 8.43 by Remark 4, is about 460 times the result. This shows how much rests at low frequency on the complete set of terms and on the removal of the static terms.

At x = 0.6 (0.90 eV), F = 0.2^{3/2}/1.2⁵ = 0.03595 and β = 286.0·0.03595 = 10.3 cm/GW. The sum is

G = 0.14032 + 0.03181 − 0.09271 − 0.00816 − 0.03282 = 0.03844,

equal to 0.04076 − 0.00232, and n₂ = +7.2×10⁻¹⁸ m²/W = +7.2×10⁻⁵ cm²/GW.

At x = 0.8 (1.20 eV, 1033 nm), F = 0.6^{3/2}/1.6⁵ = 0.04432 and β = 12.7 cm/GW. Now

G = 0.02132 + 0.00930 − 0.03006 − 0.01068 − 0.02412 = −0.03424,

equal to −0.02844 − 0.00580, and n₂ = −6.4×10⁻¹⁸ m²/W = −6.4×10⁻⁵ cm²/GW. The peak value is n₂ = 1.13×10⁻¹⁷ m²/W at x = 0.533, and the zero lies at 0.687·1.5 eV = 1.03 eV.

At x = 0.8 the transform of F₊ is still positive, but the separate numbers in these sums contain the negative powers of x₂ that cancel or are subtracted, so they do not tell which process sets the sign. F_L is proportional to x₂⁻⁴, so its transform is such a power and nothing else. When each transform is freed of its own negative powers of x₂, F_L contributes nothing, and F₊, F₋, F_Q give 0.033, 0.007, −0.002 at x = 0.6 and −0.041, 0.013, −0.006 at x = 0.8. In this division the two-photon term carries the change of sign. The four transforms without the subtraction add to a positive number at x = 0.6 and to a negative one at x = 0.8, so a sign change between these points is present with and without the prescription (13), while its position depends on it: x = 0.76 without the subtraction, 0.687 with it. With the Drude term of Remark 4 kept as well, ReΓ(x;x) is 0.624 at x = 0.6 and 0.179 at x = 0.8, positive at both points; it turns negative only near x = 0.96.

The full F has no degenerate transform, since F_Q is infinite at x₁ = x₂ > 1. The transform of the degenerate two-photon function F₊(x';x') gives 0.0328, 0.0576 and −0.0042 at the three points, against G = 0.0183, 0.0384 and −0.0342. It too crosses zero, but it is nearly twice G at x = 0.3 and about one eighth of G at x = 0.8.

For a nondegenerate pair with the same total energy as two photons at x = 0.6, take x₁ = 0.8 and x₂ = 0.4:

F₊(0.8;0.4) = 0.2^{3/2}(1.25+2.5)²/(128·0.8·0.16) = 0.07677,

so α₂ = 286.0·0.07677 = 22.0 cm/GW. With the roles exchanged F₊(0.4;0.8) = 0.03838, half as large, because the two beams lose equal numbers of photons and the photon at 0.4 carries half the energy. The index function is the same for both assignments, G = 0.0353, giving n₂ = +6.6×10⁻¹⁸ m²/W. A probe at x₁ = 0.8 thus sees a positive cross-Kerr index from a pump at 0.4 and a negative self-Kerr index.

The ratio T = 2βλ/|n₂| follows from the two prefactors: β/|n₂| = (4π/xλ)F/|G|, so T = 8πF/(x|G|), free of E_g, E_p and n₀. At x = 0.6, T = 8π·0.03595/(0.6·0.03844) = 39, and at x = 0.8 it is 41. Over the length 1/(βI) the nonlinear phase at constant intensity is (2π/λ)|n₂|I/(βI) = 4π/T, well below one radian at both points. These values depend on the band form: with the bands (12) of Remark 6, T is about 100 at x = 0.6 and about 18 at x = 0.8, where the phase is 0.7 rad. These two points do not fix T elsewhere: T tends to zero at the threshold x = 1/2, where F vanishes and G is 0.0462, and it diverges at the zero of G. For x ≤ 1/2, β vanishes, and G is 0.0138 at x → 0, 0.0183 at x = 0.3 and 0.0462 at x = 1/2.

Values computed for the example and the checks

```
inputs: Eg = 1.5 eV, Ep = 20.0 eV, n = 3.0
m_r/m0 = 0.0375, P = 1.3262e+06 m/s
K = 1942.7 cm/GW eV^(5/2)
beta/F = 286.03 cm/GW
n2/G = 1.8814e-16 m^2/W
self/cross quartic coefficient (Floquet) = 0.2500
F maximum: x = 0.71429, F = 0.04715, beta = 13.49 cm/GW
1D Kane static-A response, x1 = 0.6: Sv part -3.050527, Sp part 3.050527
parabolic model pole coefficient g(0.3) = 0.009927
static limit: Gv = 0.014954, GQ = -0.001122, G = 0.013832
G(0.5,0.5) = 0.04621
peak of G(x,x): x = 0.5334, G = 0.05988, n2 = 1.127e-17 m^2/W
zero of G(x,x): x = 0.6871, photon energy 1.0306 eV
zero with Gv only: x = 0.6959; with gap-shift-only Stark: x = 0.6880
x = 0.3: photon 0.450 eV, wavelength 2755.2 nm
  F = 0.00000, beta = 0.000 cm/GW
  KK parts: 2PA 1.01371, Raman 0.58944, lin -1.45512, quad -0.01947
  pole term g/x^2 = 0.11030
  Gv = 0.01956, GQ = -0.00131, G = 0.01825
  n2 = 3.433e-18 m^2/W = 3.433e-05 cm^2/GW, 2 beta lambda/|n2| = 0.00
  transform of degenerate F (wrong) = 0.03279
x = 0.6: photon 0.900 eV, wavelength 1377.6 nm
  F = 0.03595, beta = 10.281 cm/GW
  KK parts: 2PA 0.14032, Raman 0.03181, lin -0.09271, quad -0.00816
  pole term g/x^2 = 0.03282
  Gv = 0.04076, GQ = -0.00232, G = 0.03844
  n2 = 7.232e-18 m^2/W = 7.232e-05 cm^2/GW, 2 beta lambda/|n2| = 39.17
  transform of degenerate F (wrong) = 0.05755
  nonparabolic Kane factor on beta = 0.6676
x = 0.8: photon 1.200 eV, wavelength 1033.2 nm
  F = 0.04432, beta = 12.678 cm/GW
  KK parts: 2PA 0.02132, Raman 0.00930, lin -0.03006, quad -0.01068
  pole term g/x^2 = 0.02412
  Gv = -0.02844, GQ = -0.00580, G = -0.03424
  n2 = -6.441e-18 m^2/W = -6.441e-05 cm^2/GW, 2 beta lambda/|n2| = 40.67
  transform of degenerate F (wrong) = -0.00415
  nonparabolic Kane factor on beta = 0.3619
x1 = 0.8, x2 = 0.4: F(x1;x2) = 0.07677, F(x2;x1) = 0.03838
  alpha2(x1;x2) = 21.958 cm/GW
  G = 0.03530, n2 = 6.641e-18 m^2/W
```
